# Topological charge of an axisymmetric polar bubble

## Problem

A ferroelectric film with its normal along $z$ contains a bubble: a cylindrical region where the polarization $\mathbf P$ points down, surrounded by material where it points up. In one horizontal slice, where $\mathbf P(x,y)$ is nowhere zero, let $\mathbf n=\mathbf P/|\mathbf P|$ and define the topological charge

$$
N=\frac{1}{4\pi}\int \mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)\,dx\,dy .
$$

The bubble is axisymmetric in the following sense. With polar coordinates $(r,\varphi)$ about its centre,

$$
\mathbf n=(\sin\Theta\cos\Phi,\ \sin\Theta\sin\Phi,\ \cos\Theta),\qquad \Theta=\Theta(r),\quad \Phi=m\varphi+\gamma(r).
$$

The integer $m$ is the azimuthal winding: the number of turns the in-plane component makes on one circuit of the centre. The angle $\gamma$ is the helicity. For $m=1$, $\gamma=0$ gives a radial in-plane component and $\gamma=90^\circ$ a tangential one.

1. Find the charge inside a disc of radius $a$, and from it $N$. State when $N$ is an integer.
2. Evaluate $N$ for the bubble and for other orientations at the centre and far away.
3. For the profile $\Theta(r)=2\arctan[\sinh(R/w)/\sinh(r/w)]$, find how the width $w$ affects the local charge density at $r=R$ and the charge in a finite disc. Use $R=4$ nm, $w=0.5,\,1,\,2$ nm, $m=1$ and a disc of radius 6 nm.
4. Suppose $|\mathbf P|=P_0(1-c\sin^2\Theta)$. What does the integral give if $\mathbf P/P_0$ is used in place of $\mathbf n$?
5. Can a charge be assigned to a bubble with a pure Ising wall, in which $\mathbf P$ stays along $z$ and passes through zero?

## Solution

### 1. Reduction to the endpoints

The Cartesian derivatives are

$$
\partial_x=\cos\varphi\,\partial_r-\frac{\sin\varphi}{r}\partial_\varphi,\qquad
\partial_y=\sin\varphi\,\partial_r+\frac{\cos\varphi}{r}\partial_\varphi .
$$

In the cross product, the terms $\partial_r\mathbf n\times\partial_r\mathbf n$ and $\partial_\varphi\mathbf n\times\partial_\varphi\mathbf n$ vanish. The others give

$$
\partial_x\mathbf n\times\partial_y\mathbf n
=\frac{\cos^2\varphi}{r}\,\partial_r\mathbf n\times\partial_\varphi\mathbf n
-\frac{\sin^2\varphi}{r}\,\partial_\varphi\mathbf n\times\partial_r\mathbf n
=\frac1r\,\partial_r\mathbf n\times\partial_\varphi\mathbf n ,
$$

because exchanging the factors of a cross product changes its sign.

Now introduce two unit vectors perpendicular to $\mathbf n$:

$$
\mathbf e_\Theta=(\cos\Theta\cos\Phi,\cos\Theta\sin\Phi,-\sin\Theta),\qquad
\mathbf e_\Phi=(-\sin\Phi,\cos\Phi,0).
$$

Multiplying out the components gives $\mathbf e_\Theta\times\mathbf e_\Phi=\mathbf n$. Differentiating $\mathbf n$ with respect to $\Theta$ gives $\mathbf e_\Theta$, and with respect to $\Phi$ gives $\sin\Theta\,\mathbf e_\Phi$. The chain rule, with a prime for $d/dr$, then yields

$$
\partial_r\mathbf n=\Theta'\mathbf e_\Theta+\gamma'\sin\Theta\,\mathbf e_\Phi,\qquad
\partial_\varphi\mathbf n=m\sin\Theta\,\mathbf e_\Phi .
$$

The $\gamma'$ term is parallel to $\partial_\varphi\mathbf n$ and drops out of the cross product. The charge per unit area is therefore

$$
q(r)=\frac{1}{4\pi}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)=\frac{m\sin\Theta\,\Theta'}{4\pi r}.
$$

Integrating over the disc, the area element $r\,dr\,d\varphi$ cancels the $1/r$, and the angle contributes $2\pi$:

$$
N(a)=\frac m2\int_0^a\sin\Theta\,\Theta'\,dr
=-\frac m2\int_0^a\frac{d\cos\Theta}{dr}\,dr
=\frac m2\left[\cos\Theta(0)-\cos\Theta(a)\right].
$$

Letting $a\to\infty$,

$$
\boxed{N=\frac m2\left[\cos\Theta(0)-\cos\Theta(\infty)\right]}
$$

The profile between the endpoints has disappeared, and the wall thickness with it. So has the helicity, even if it varies with radius.

Two conditions concern the endpoints. If $m\neq0$ and $\sin\Theta(0)\neq0$, then $\mathbf n$ approaches different limits along different directions into the centre. A continuous texture with $m\neq0$ thus needs $\Theta(0)$ to be a multiple of $\pi$; for $m=0$ the charge is zero whatever the endpoints. If the far field is also along $\pm z$, the bracket is $0$ or $\pm2$, and $N$ is $0$ or $\pm m$, an integer. If $\Theta(\infty)$ is not a multiple of $\pi$ and $m\neq0$, the far field is not uniform: it lies on a cone about $z$ and winds $m$ times on a large circle, and $N$ need not be an integer. This is different from a far field tilted uniformly in one direction. Rotating every $\mathbf n$ of a texture by the same rotation leaves the triple product unchanged, so a bubble rotated rigidly has a uniform tilted far field and keeps its integer charge.

### 2. Values for different endpoints

For the bubble, $\Theta(0)=180^\circ$ and $\Theta(\infty)=0$, so

$$
N=\frac m2(-1-1)=-m .
$$

For $m=1$ the charge is $-1$; for $m=-1$ it is $+1$. With $m=0$ the in-plane component does not wind and $N=0$, although the core is still reversed. A reversed core alone does not make a skyrmion.

Other endpoints with $m=1$ give:

| Centre | Far away | $N$ |
|---|---|---|
| $0^\circ$ | $180^\circ$ | $+1$ |
| $180^\circ$ | $90^\circ$ | $-1/2$ |
| $180^\circ$ | $60^\circ$ | $-3/4$ |
| $0^\circ$ | $360^\circ$ | $0$ |

In the last row $\mathbf P$ points up at the centre, down on a ring and up again outside. Between $0$ and $180^\circ$, $\sin\Theta$ is positive and the contribution is $+1$; between $180^\circ$ and $360^\circ$ it is negative and the contribution is $-1$. A larger total rotation therefore does not imply a larger charge.

These values were compared with direct numerical integration of the definition. The profiles were $\Theta=\Theta_0+(\Theta_1-\Theta_0)(1-e^{-s})+b\,s\,e^{-s}$ with $s=(r/\ell)^2$, for $\ell=2$ and $5$ nm and $b=0$ and $2.5$ rad. Here $\Theta_0$ and $\Theta_1$ are the endpoint angles, and $b$ distorts the profile between them. All agreed with the formula to within $10^{-5}$.

### 3. What the wall width does change

Write $s=\sinh(r/w)$ and $S=\sinh(R/w)$, so that $\tan(\Theta/2)=S/s$. The half-angle formulas give

$$
\cos\Theta=\frac{s^2-S^2}{s^2+S^2},\qquad \sin\Theta=\frac{2sS}{s^2+S^2}.
$$

Hence $\Theta(0)=\pi$, $\Theta(R)=\pi/2$ and $\Theta(\infty)=0$. When $R\gg w$, near the wall $S/s\simeq e^{-(r-R)/w}$ and $\cos\Theta\simeq\tanh[(r-R)/w]$, so $w$ sets the scale of the wall thickness: between $r=R-w$ and $r=R+w$, $\Theta$ falls from about $140^\circ$ to $40^\circ$.

**Local density.** Differentiating the arctangent,

$$
\Theta'=\frac{2}{1+S^2/s^2}\left(-\frac{S}{s^2}\right)\frac{\cosh(r/w)}{w}
=-\frac{2S\cosh(r/w)}{w\,(s^2+S^2)} .
$$

At $r=R$ we have $s=S$, so $\Theta'(R)=-\coth(R/w)/w$. Since $\sin\Theta(R)=1$,

$$
q(R)=-\frac{m\coth(R/w)}{4\pi Rw}.
$$

For $w=1$ nm the denominator is $4\pi(4)(1)=50.3$ nm² and $\coth 4$ is close to 1, which gives $q(R)=-0.0199$ nm⁻².

**Charge in a disc.** Let $s_a=\sinh(a/w)$. From part 1,

$$
N(a)=\frac m2\left[-1-\frac{s_a^2-S^2}{s_a^2+S^2}\right]=-m\,\frac{s_a^2}{s_a^2+S^2}.
$$

Relative to the full charge $-m$, the missing fraction is

$$
\eta=1-\frac{s_a^2}{s_a^2+S^2}=\frac{S^2}{s_a^2+S^2}.
$$

For $w=2$ nm and $a=6$ nm, $S^2=\sinh^2 2=13.15$ and $s_a^2=\sinh^2 3=100.4$, so $\eta=13.15/113.5=0.116$. With $R$, $a$ and $m$ held fixed, the three widths give:

| $w$ (nm) | $q(R)$ (nm⁻²) | $N(6\text{ nm})$ | $N$, whole plane |
|---|---|---|---|
| 0.5 | $-0.0398$ | $-0.9997$ | $-1.00000$ |
| 1 | $-0.0199$ | $-0.982$ | $-1.00000$ |
| 2 | $-0.0103$ | $-0.884$ | $-1.00000$ |

The last column comes from numerical integration of the definition over a disc of radius 40 nm. The density at the wall changes by a factor of nearly four, while the total stays the same: a thinner wall carries a larger density over a narrower range of radii. The shortfall at 6 nm is a truncation effect, because $\mathbf P$ has not yet turned fully upright at the edge of the disc. At $a=R$ this profile encloses half the charge for every $w$, since $\Theta(R)=\pi/2$.

**Two limits.** If $R$ and $a-R$ are both much larger than $w$, then $\eta\simeq e^{-2(a-R)/w}$, and a disc a few wall widths larger than the bubble suffices. In the opposite limit, $w\gg R$ and $w\gg a$, the hyperbolic sines become their arguments and

$$
\eta\simeq\frac{R^2}{a^2+R^2},\qquad q(R)\simeq-\frac{m}{4\pi R^2}.
$$

Here $R$, not $w$, sets the scale of the rotation, and the missing charge falls off much more slowly with $a$. The whole-plane charge is still $-m$ for every finite $w>0$.

### 4. Why the vector must be normalized

Write $\mathbf P/P_0=f\mathbf n$ with $f=1-c\sin^2\Theta$ and $0\le c<1$. Each derivative has the form $\partial_i(f\mathbf n)=f\,\partial_i\mathbf n+(\partial_i f)\,\mathbf n$. Terms containing $\partial_i f$ put a second factor $\mathbf n$ into the triple product and vanish. What remains is

$$
f\mathbf n\cdot[\partial_x(f\mathbf n)\times\partial_y(f\mathbf n)]=f^3\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).
$$

With $u=\cos\Theta$ and $du=-\sin\Theta\,\Theta'dr$, the bubble has $u$ running from $-1$ to $1$. The integral becomes

$$
-\frac m2\int_{-1}^{1}[1-c(1-u^2)]^3du=-m\int_0^1[1-c(1-u^2)]^3du ,
$$

where the last step uses the evenness of the integrand. For $c=0.4$ and $m=1$,

$$
-\int_0^1(0.216+0.432u^2+0.288u^4+0.064u^6)\,du=-0.427 .
$$

This number is also independent of $w$ if $c$ is held fixed, yet it changes continuously with $c$. Independence of wall thickness is therefore not by itself proof that a quantity is topological. Dividing by the local $|\mathbf P|$ removes the dependence on $c$ and restores $N=-1$.

### 5. The Ising wall

For $\mathbf P=P_0(0,0,\tanh[(r-R)/w])$ the polarization vanishes on the ring $r=R$. There $\mathbf n$ is undefined and jumps from $-\hat{\mathbf z}$ to $+\hat{\mathbf z}$. Off the ring $\mathbf n$ is constant and the integrand is zero, but this zero is not a topological charge, because part 1 needs a continuous $\mathbf n$. One might try to define it as a limit, by adding a small in-plane part

$$
\mathbf P_\parallel=\varepsilon P_0\,\frac{r^2}{r^2+w^2}\,\frac{1}{\cosh[(r-R)/w]}\,(\cos m\varphi,\sin m\varphi).
$$

For every $\varepsilon>0$ this removes the zeros. It vanishes at the centre and far away, so the endpoints remain down and up, and part 1 gives $N=-m$. As $\varepsilon\to0$ the choices $m=-1,0,1$ all approach the same Ising bubble, but their charges remain $1,0,-1$. Numerical integration with $w=1$ nm gives these values for both $\varepsilon=0.2$ and $0.1$. The Ising bubble therefore has no unique charge.

### Relation to real bubbles

Polar skyrmion bubbles are known in lead titanate/strontium titanate superlattices, with sizes of several nanometres, so $R=4$ nm is a reasonable scale. Ferroelectric walls are often only about a unit cell or a few wide, which makes $w=2$ nm a broad wall. Real bubbles are not perfectly round, but this alone does not alter $N$. Under a small change $\delta\mathbf n$, which is perpendicular to $\mathbf n$,

$$
\delta[\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)]
=\partial_x[\mathbf n\cdot(\delta\mathbf n\times\partial_y\mathbf n)]
+\partial_y[\mathbf n\cdot(\partial_x\mathbf n\times\delta\mathbf n)] .
$$

To verify this, expand the right side: the two terms with $\partial_x\partial_y\mathbf n$ cancel, and triple products of three vectors perpendicular to $\mathbf n$ vanish. The change is a divergence, so it integrates to zero if $\delta\mathbf n=0$ far away. The same argument applies from slice to slice through the film: if $\mathbf P$ varies continuously and the far field stays upright, $N$ can change only if $\mathbf P$ vanishes somewhere between the slices. A jump of $\mathbf P$ at an interface between layers is not covered by this argument. Neighbouring bubbles limit the area that can be assigned to one bubble. For the isolated bubble above, cutting the area off at 6 nm costs from 0.03% to 12% of the charge, depending on $w$; these figures do not carry over to an array, where the neighbours' tails change the field at the edge. In a periodic array the divergence integrates to zero over a unit cell, so the charge per cell keeps the value $-m$ it has for well-separated bubbles as their tails come to overlap, as long as $\mathbf P$ stays nonzero. On an atomic lattice the derivatives are also only approximate when the wall is about one cell wide, an error not estimated here.

The full set of computed values is in the numerical output.

## Table of computed values

```
bubble radius R = 4.0 nm, window radius = 6.0 nm
P0 = 0.50 C/m^2, wall reduction c = 0.40 (no unit)
|P| where P lies in plane = 0.30 C/m^2
core down, outside up, winding m = 1:
 w = 0.5 nm: N = -1.00000, density at r=R = -0.03979 nm^-2
   N inside window = -0.99966, missing fraction = 3.354e-04, N inside R = -0.50000
 w = 1.0 nm: N = -1.00000, density at r=R = -0.01991 nm^-2
   N inside window = -0.98203, missing fraction = 1.797e-02, N inside R = -0.50000
 w = 2.0 nm: N = -1.00000, density at r=R = -0.01032 nm^-2
   N inside window = -0.88412, missing fraction = 1.159e-01, N inside R = -0.50000
winding series, core down, outside up (w = 1.0 nm printed):
 m = -2: N = 2.00000
 m = -1: N = 1.00000
 m =  0: N = 0.00000
 m =  1: N = -1.00000
 m =  2: N = -2.00000
 m =  3: N = -3.00000
helicity series, m = 1, w = 1.0 nm:
 radial (gamma = 0): N = -1.00000
 tangential (gamma = 90 deg): N = -1.00000
 gamma changing with r: N = -1.00000
endpoint series, m = 1 (angles at centre -> far away):
 180 ->   0 deg: N = -1.00000
   0 -> 180 deg: N = 1.00000
 180 ->  90 deg: N = -0.50000
 180 ->  60 deg: N = -0.75000
   0 -> 360 deg: N = 0.00000
integral with P/P0 in place of n, m = 1: -0.42674
near-Ising wall, w = 1.0 nm, small in-plane part:
 m = -1: N = 1.0000 (amplitude 0.2), 1.0000 (amplitude 0.1)
 m =  0: N = 0.0000 (amplitude 0.2), 0.0000 (amplitude 0.1)
 m =  1: N = -1.0000 (amplitude 0.2), -1.0000 (amplitude 0.1)
```
